\section*{Choosing quantum numbers for a Newton solution of the Lieb-Wu equations}

\section{A converged answer to the wrong problem}

A solver for the one-dimensional Hubbard model that works from the Lieb-Wu equations asks for two lists of quantum numbers and a number of down spins. A wrong entry need not make the iteration fail. For six electrons on a six-site ring with hopping $t=0.5$ eV and repulsion $U=2.5$ eV, integers in the first list lead to a converged energy of $-1.467$ eV. The ground energy is $-1.544$ eV. The error is 5\% of the ground energy's magnitude, and the Newton residual gives no warning, because the equations that were solved belong to a different ring.

This guide derives the rules for the lists, the Newton iteration, and checks that detect a wrong entry. The Hamiltonian is
\begin{equation}
H=-t\sum_{j,s}\left(c^\dagger_{j+1,s}c_{j,s}+\text{h.c.}\right)
+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t,U>0,
\end{equation}
on a periodic ring of $L$ sites. There are $N\le L$ electrons, $M\le N/2$ of them with spin down; for $N>L$ the lists described below cannot be filled. We set $\hbar=1$, measure positions in lattice spacings, and write $u=U/(4t)$ and $s_j=\sin k_j$.

\section{Where the equations come from: two electrons}

Two electrons in a singlet have a symmetric spatial function $f(x_1,x_2)$. For $x_1\le x_2$ try
\begin{equation}
f=A\,e^{i(k_1x_1+k_2x_2)}+B\,e^{i(k_2x_1+k_1x_2)} .
\end{equation}
When the electrons are on different sites only the hopping acts, and each term gives $E=-2t(\cos k_1+\cos k_2)$. On a doubly occupied site the symmetry gives $f(x+1,x)=f(x,x+1)$ and $f(x,x-1)=f(x-1,x)$, so
\begin{equation}
-2t\,[f(x-1,x)+f(x,x+1)]+(U-E)f(x,x)=0 .
\end{equation}
Divide by $e^{i(k_1+k_2)x}$. The coefficient of $A$ is
\begin{align}
&-2t(e^{-ik_1}+e^{ik_2})+U+t(e^{ik_1}+e^{-ik_1}+e^{ik_2}+e^{-ik_2})\nonumber\\
&\quad=U+t(e^{ik_1}-e^{-ik_1})-t(e^{ik_2}-e^{-ik_2})
=U+2it\Delta ,
\end{align}
with $\Delta=s_1-s_2$. Exchanging $k_1$ and $k_2$ gives $U-2it\Delta$ for $B$. With $U=4tu$,
\begin{equation}
\frac BA=-\frac{2u+i\Delta}{2u-i\Delta}
=-\frac{i(\Delta-2iu)}{-i(\Delta+2iu)}
=\frac{\Delta-2iu}{\Delta+2iu}.
\end{equation}
Periodicity and symmetry require $f(x_1,x_2)=f(x_2,x_1+L)$. Matching the two exponentials gives $A=Be^{ik_1L}$ and $B=Ae^{ik_2L}$, hence
\begin{equation}
e^{ik_1L}=\frac AB=\frac{\Delta+2iu}{\Delta-2iu},\qquad e^{ik_2L}=\frac BA .
\label{eq:two}
\end{equation}

The general Lieb-Wu equations introduce one spin rapidity $\lambda_\alpha$ for each down spin:
\begin{align}
e^{ik_jL}&=\prod_{\beta=1}^{M}\frac{\lambda_\beta-s_j-iu}{\lambda_\beta-s_j+iu},
\label{eq:pc}\\
\prod_{j=1}^{N}\frac{\lambda_\alpha-s_j-iu}{\lambda_\alpha-s_j+iu}
&=\prod_{\beta\ne\alpha}\frac{\lambda_\alpha-\lambda_\beta-2iu}{\lambda_\alpha-\lambda_\beta+2iu},
\label{eq:ps}
\end{align}
with $E=-2t\sum_j\cos k_j$ and total spin $S=(N-2M)/2$. For more than two electrons these equations, the spin assignment and the requirement that the $k_j$ differ modulo $2\pi$ are taken here as input. The energies are compared with diagonalization below.

For $N=2$, $M=1$ the input agrees with the derivation. Equation (\ref{eq:ps}) says $(\lambda-s_1-iu)(\lambda-s_2-iu)=(\lambda-s_1+iu)(\lambda-s_2+iu)$. Subtracting the right side leaves $-2iu(2\lambda-s_1-s_2)=0$, so $\lambda=(s_1+s_2)/2$. Then $\lambda-s_1=-\Delta/2$, and (\ref{eq:pc}) becomes (\ref{eq:two}). Equal momenta are also seen to be useless in this case: $\Delta=0$ gives $B=-A$ and $f=0$.

\section{Integer or half-odd}

For real roots every factor has modulus one, so we take logarithms and apply the Newton iteration to the phases. For real $x$, $1+ix=i(x-i)$ and $1-ix=-i(x+i)$. Therefore
\begin{equation}
e^{2i\arctan x}=\frac{1+ix}{1-ix}=-\frac{x-i}{x+i}
\quad\Longrightarrow\quad
\frac{x-i}{x+i}=-e^{2i\arctan x}.
\label{eq:minus}
\end{equation}
Each factor in the product equations carries one minus sign, and these signs decide the parity.

Equation (\ref{eq:pc}) has $M$ factors, with $x=(\lambda_\beta-s_j)/u$. Moving the odd function $\arctan$ to the left gives
\begin{equation}
Lk_j+\sum_\beta 2\arctan\frac{s_j-\lambda_\beta}{u}=2\pi I_j,
\qquad e^{2\pi iI_j}=(-1)^M .
\label{eq:lc}
\end{equation}
Equation (\ref{eq:ps}) has $N$ factors on the left and $M-1$ on the right, so
\begin{equation}
\sum_j2\arctan\frac{\lambda_\alpha-s_j}{u}
-\sum_\beta2\arctan\frac{\lambda_\alpha-\lambda_\beta}{2u}=2\pi J_\alpha,
\quad e^{2\pi iJ_\alpha}=(-1)^{N-M-1}.
\label{eq:ls}
\end{equation}
The term $\beta=\alpha$ is zero and may be included. The rules are:
\begin{itemize}
\item $I_j$ is an integer for even $M$ and half-odd for odd $M$;
\item $J_\alpha$ is an integer for odd $N-M$ and half-odd for even $N-M$.
\end{itemize}

\subsection{Which values are available}

Adding $L$ to $I_j$ adds $2\pi$ to $k_j$ and changes nothing else. At fixed $\lambda_\beta$ the left side of (\ref{eq:lc}) has the derivative
\begin{equation}
L+\cos k\sum_\beta\frac{2u}{u^2+(\sin k-\lambda_\beta)^2}\;\ge\;L-\frac{2M}{u}.
\label{eq:bound}
\end{equation}
If $u>2M/L$, it increases with $k$, and each $I_j$ fixes one $k_j$. Distinct momenta then require $I_j$ distinct modulo $L$. The condition is sufficient, not necessary.

For the spin list, define $Z(\lambda)$ as the left side of (\ref{eq:ls}) with $\lambda_\alpha$ replaced by a free variable $\lambda$ and all $\beta$ included. Then $Z(\lambda_\alpha)=2\pi J_\alpha$. Each term tends to $\pm\pi$, so $Z\to\pm\pi(N-M)$ as $\lambda\to\pm\infty$. If $Z$ increases monotonically, different roots have different $J_\alpha$ and $|J_\alpha|<(N-M)/2$. The allowed values of $J_\alpha$ differ from $(N-M)/2$ by half-odd numbers, so
\begin{equation}
|J_\alpha|\le\frac{N-M-1}{2},
\label{eq:range}
\end{equation}
which leaves $N-M$ values.

For $L=N=6$, $M=3$, six values of $I_j$ distinct modulo 6 use every class, and three values of $J_\alpha$ fill the range (\ref{eq:range}). The lists are
\begin{equation}
I=\pm\tfrac12,\pm\tfrac32,\pm\tfrac52,\qquad J=-1,0,1,
\end{equation}
and, under the two monotonicity conditions, no other lists are available for a real-root singlet. This does not prove that the state is the ground state; diagonalization settles that below.

\section{What a wrong parity does}

Shift every $I_j$ by $1/2$. By (\ref{eq:lc}), this reverses the sign of $e^{ik_jL}$ in (\ref{eq:pc}). An antiperiodic ring, in which an electron carried once around acquires a factor $-1$, has the same reversal: for two electrons the condition becomes $f(x_1,x_2)=-f(x_2,x_1+L)$, and $e^{ik_1L}=-A/B$. In the six-electron example the energy from the shifted list, $-1.467$ eV, agrees with the lowest level of the antiperiodic ring. It lies 0.077 eV from the nearest level of the periodic one.

Total momentum is a partial check. Sum (\ref{eq:lc}) over $j$ and (\ref{eq:ls}) over $\alpha$, and add. The charge-spin phases cancel because they are odd, and the spin-spin phases cancel in pairs. What remains is
\begin{equation}
P=\sum_jk_j=\frac{2\pi}{L}\Big(\sum_jI_j+\sum_\alpha J_\alpha\Big).
\label{eq:P}
\end{equation}
On a periodic ring the bracket must be an integer. A wrong parity of $I$ changes it by $N/2$, which for even $N$ is an integer and leaves an admissible momentum. A wrong parity of $J$ changes it by $M/2$, which shows up only for odd $M$.

Substituting the roots into (\ref{eq:pc}) and (\ref{eq:ps}) is a sharper check. The ratio of left to right side must be $+1$. A wrong parity of $I$ gives $-1$ in the first equation, and a wrong parity of $J$ gives $-1$ in the second.

\section{The Newton iteration}

Let $F_j$ and $G_\alpha$ be left minus right sides of (\ref{eq:lc}) and (\ref{eq:ls}). Since $\frac{d}{dx}2\arctan(x/c)=2c/(c^2+x^2)$, define
\begin{equation}
a_{j\beta}=\frac{2u}{u^2+(s_j-\lambda_\beta)^2},\qquad
b_{\alpha\beta}=\frac{4u}{4u^2+(\lambda_\alpha-\lambda_\beta)^2}.
\end{equation}
The chain rule, with $ds_j/dk_j=\cos k_j$, gives the Jacobian
\begin{align}
\frac{\partial F_j}{\partial k_l}&=\delta_{jl}\Big(L+\cos k_j\sum_\beta a_{j\beta}\Big),
&\frac{\partial F_j}{\partial\lambda_\beta}&=-a_{j\beta},\\
\frac{\partial G_\alpha}{\partial\lambda_\beta}&=\delta_{\alpha\beta}\Big(\sum_ja_{j\alpha}-\sum_\gamma b_{\alpha\gamma}\Big)+b_{\alpha\beta},
&\frac{\partial G_\alpha}{\partial k_j}&=-\cos k_j\,a_{j\alpha}.
\end{align}
The self-term $b_{\alpha\alpha}$ cancels on the diagonal, as it must.

Collect the unknowns in $X$, the residuals in $R$ and the Jacobian in $\mathcal J$. The Newton step solves $\mathcal J\,\delta X=-R$. Along it the squared residual initially falls:
\begin{equation}
\frac{d}{d\tau}\,\tfrac12|R(X+\tau\,\delta X)|^2\Big|_{\tau=0}
=R^{T}\mathcal J\,\delta X=-|R|^2<0 .
\end{equation}
If the full step raises $|R|$, halving it will therefore eventually help, provided $\mathcal J$ is nonsingular. Near a root the linear terms cancel and the new residual is of second order in the old one.

\subsection{Starting values}

For large $u$ put $\lambda_\alpha=ux_\alpha$ and neglect $s_j/u$. Equation (\ref{eq:ls}) becomes
\begin{equation}
2N\arctan x_\alpha=2\pi J_\alpha+\sum_\beta2\arctan\frac{x_\alpha-x_\beta}{2}.
\end{equation}
Dropping the last sum gives the rough start $\lambda_\alpha=u\tan(\pi J_\alpha/N)$. Dropping the phases in (\ref{eq:lc}) gives $k_j=2\pi I_j/L$. The tangent is finite because (\ref{eq:range}) implies $|J_\alpha|/N<1/2$.

For small $u$ the phases turn into steps of width about $u$, and their derivatives reach $2/u$. A linear prediction is then good over a short distance only. It is safer to solve first at large $u$ and lower $u$ gradually, starting each solution from the last.

\subsection{A case with guaranteed existence}

For $M=1$ and $u>2/L$, (\ref{eq:bound}) makes each $k_j$ a smooth function of the single $\lambda$. Differentiating (\ref{eq:lc}) gives $(L+a_j\cos k_j)\,k_j'=a_j$. The left side of (\ref{eq:ls}) then has the total derivative
\begin{equation}
\sum_ja_j(1-\cos k_j\,k_j')=\sum_j\frac{L\,a_j}{L+a_j\cos k_j}>0 .
\end{equation}
It rises from $-\pi N$ to $\pi N$, so there is exactly one solution for each allowed pair of lists with $|J|<N/2$. No such proof is given here for larger $M$.

\section{Six sites worked through}

With $t=0.5$ eV and $U=2.5$ eV, $u=2.5/(4\times0.5)=1.25$, above the bound $2M/L=1$. The starting rapidities are $0$ and $\pm1.25\tan(\pi/6)=\pm0.722$. The largest residual, in radians, falls as
\begin{equation}
3.7,\quad0.65,\quad2.56\times10^{-2},\quad4.32\times10^{-5},\quad1.25\times10^{-10},\quad3\times10^{-15}.
\end{equation}
The convergence is quadratic: $4.32\times10^{-5}/(2.56\times10^{-2})^2\approx0.066$ and $1.25\times10^{-10}/(4.32\times10^{-5})^2\approx0.067$. The last residual is at the level of rounding. The roots are
\begin{equation}
k=\pm0.3487,\ \pm1.1212,\ \pm2.2175,\qquad\lambda=0,\ \pm1.3386 .
\end{equation}

Equation (\ref{eq:lc}) can be checked by hand for $I=1/2$. Here $\sin0.3487=0.3417$, and
\begin{align}
6(0.3487)&+2\arctan\tfrac{1.6803}{1.25}+2\arctan\tfrac{0.3417}{1.25}-2\arctan\tfrac{0.9969}{1.25}\nonumber\\
&\approx2.092+1.862+0.534-1.346=3.142\approx2\pi\cdot\tfrac12 .
\end{align}
The energy is
\begin{align}
E&=-2(0.5\ \text{eV})\times2\,(0.9398+0.4346-0.6025)\nonumber\\
&=-1.544\ \text{eV}=-0.0567\ \text{hartree}.
\end{align}
Diagonalization in the 400-state sector with three electrons of each spin gives the same ground energy to within the $10^{-9}$ eV tolerance of the test. The Newton calculation needed nine unknowns. Both solve this model Hamiltonian; neither includes longer-range hopping or interaction.

The numerical check finds the same agreement at other repulsions:
\begin{center}
\begin{tabular}{cc}
$U$ (eV) & $E$ (eV)\\
1.0 & $-2.7047$\\
2.5 & $-1.5439$\\
5.0 & $-0.8322$\\
10.0 & $-0.4263$
\end{tabular}
\end{center}
At $U=1$ eV, $u=0.5$ lies below the bound, yet continuation from large $u$ still reaches the ground state. The approach to zero at large $U$ follows from (\ref{eq:lc}). Once $s_j/u$ is negligible, all $k_j$ receive the same phase shift. Six equally spaced momenta then fill the ring, and their cosines sum to zero. Physically, every site holds one electron and hopping is blocked.

\section{Choosing the number of down spins}

For even $N$, a list of $N$ consecutive $I_j$ centred on zero is half-odd and therefore needs odd $M$. The choice $M=N/2$ provides this when $N=4m+2$, but not when $N=4m$.

At half filling on four sites, with the same $t$ and $U$, the lists are $I=-1,0,1,2$ and $J=\pm1/2$. Equation (\ref{eq:P}) gives $P=2\pi\cdot2/4=\pi$. Diagonalization confirms a ground state at $-0.922$ eV that changes sign under translation by one site. The lopsided list is correct here: shifting it to make it symmetric would select the antiperiodic ring.

Away from half filling the spin itself can change. For four electrons on six sites, the lowest real-root states are
\begin{itemize}
\item $M=1$, $S=1$: $I=\pm\frac12,\pm\frac32$, $J=0$, $E=-2.265$ eV;
\item $M=2$, $S=0$: $I=-2,-1,0,1$, $J=\pm\frac12$, $E=-2.116$ eV.
\end{itemize}
Diagonalization with two electrons of each spin, a sector that contains a member of every spin multiplet, has its lowest level at $-2.265$ eV. The ground state is the triplet, and entering $M=N/2$ would miss it by 0.149 eV. This ordering was computed at one value of $U/t$ and should not be carried over to others unchecked.

\section{Guidance for use}

\begin{enumerate}
\item Fix $L$, $N$ and the boundary condition. For a periodic ring, set the parities of $I$ and $J$ from $M$ and $N-M$. For an antiperiodic ring, shift all $I_j$ by $1/2$.
\item Choose $I_j$ distinct modulo $L$ and distinct $J_\alpha$ within (\ref{eq:range}). At half filling with $M=N/2$ this leaves one choice. Otherwise compare the candidates. These restrictions were derived for $u>2M/L$ and a monotone $Z$. At weaker repulsion real-root states can lie outside the lists: two electrons on six sites at $u=0.1$ have 17 singlets with real momenta, against 15 from the lists, and the two extra ones have $I_1=I_2$ modulo $L$.
\item If the ground-state spin is not known, compare every $M$ from $0$ to $N/2$. A multiple of four is not the only case that needs this: for three electrons on six sites, diagonalization gives $S=1/2$ at $U/t=5$ but $S=3/2$ ($M=0$) at $U/t=20$.
\item Start at large $u$ and lower it in moderate steps, halving any Newton step that raises the residual.
\item Put the final roots into the product equations (\ref{eq:pc}) and (\ref{eq:ps}). A small logarithmic residual cannot reveal a wrong parity; a ratio of $-1$ does.
\item Compare a small ring with diagonalization before moving to a large one.
\end{enumerate}

Real roots are not enough for a full spectrum or for thermal averages. For three electrons on six sites with $M=1$ there are $\binom63=20$ choices of $I$ and two of $J$. The resulting 40 energies, doublets by the spin assignment above, match one to one, with degenerate levels counted separately, levels found by diagonalization with two spins up and one down. That sector has $\binom62\binom61=90$ levels, of which $\binom63=20$ belong to $S=3/2$ multiplets, so it contains 70 doublet levels. Since $u=1.25>2/L$, the argument for $M=1$ shows that the 40 states exhaust the real-root solutions, so the other 30 levels are out of reach of this iteration.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.50 eV, repulsion U = 2.50 eV, u = U/(4t) = 1.250
two electrons, I = -0.5, 1.5, J = 0: k = -0.359731 1.406928 rad
two electrons: lambda = 0.317291, E = -1.099127 eV
six electrons, M = 3: I = -2.5 -1.5 -0.5 0.5 1.5 2.5 ; J = -1.0 0.0 1.0
start: k = -2.617994 -1.570796 -0.523599 0.523599 1.570796 2.617994 rad
start: lambda = -0.721688 0.000000 0.721688
largest residual after each Newton step (step 0 = start), rad:
  step 0: 3.67e+00
  step 1: 6.54e-01
  step 2: 2.56e-02
  step 3: 4.32e-05
  step 4: 1.25e-10
  step 5: 2.66e-15
roots: k = -2.217481 -1.121150 -0.348683 0.348683 1.121150 2.217481 rad
roots: lambda = -1.338645 0.000000 1.338645
Bethe ground energy = -1.543853379 eV = -0.056735565 hartree
diagonalization (400 states) = -1.543853379 eV
first excited level with Sz = 0 = -1.243433 eV
translation eigenvalue of ground state = 1.000000
spin counting function/(2 pi) at large lambda = 1.5000
scan, six electrons on six sites: U, Bethe E, diagonalization E (eV)
   1.00  -2.704728423  -2.704728423
   2.50  -1.543853379  -1.543853379
   5.00  -0.832181367  -0.832181367
  10.00  -0.426253670  -0.426253670
wrong (integer) I: E = -1.466954 eV
  distance to periodic spectrum = 0.076900 eV
  lowest level of antiperiodic ring = -1.466954 eV
three electrons: 40 real-root doublets matched out of 70
three electrons, wrong (integer) J: E = -1.967860 eV, distance to spectrum = 0.032140 eV
four sites, four electrons: I = -1.0 0.0 1.0 2.0 ; J = -0.5 0.5
  Bethe E = -0.922144385 eV, diagonalization = -0.922144385 eV
  translation eigenvalue = -1.000000
four electrons on six sites, lowest real-root state for each M:
  M = 1, S = 1: E = -2.265447845 eV, I = -1.5 -0.5 0.5 1.5, J = 0.0
  M = 2, S = 0: E = -2.116107584 eV, I = -2.0 -1.0 0.0 1.0, J = -0.5 0.5
  diagonalization ground energy = -2.265447845 eV, reached by M = 1
\end{verbatim}
